# Hyperbolic-tangent reduction of susceptibility in a surface-pinned paraelectric film

Q: You say that a thin paraelectric film polarises less easily than the bulk, even if its material is perfect. What in the model could cause that?

A: Two things together: the polarisation is held at zero on both surfaces, and any variation of it across the film costs energy. Let the film occupy \(-L/2<z<L/2\), and let \(P(z)\) be the part of the polarisation carried by the soft lattice mode. In Gaussian units the free energy per unit area in a field \(E\) is

\[
F=\int_{-L/2}^{L/2}\left[\frac{\alpha}{2}P^2+\frac g2\left(\frac{dP}{dz}\right)^2-EP\right]dz,\qquad P(\pm L/2)=0 .
\]

\(P\) and \(E\) have the same dimension in these units, so \(\alpha\) is a pure number and \(g\) is a length squared. I take \(\alpha>0\), which makes the bulk paraelectric, and \(g>0\). This is mean-field theory for small fields; a term in \(P^4\) comes later.

Q: A polarisation that varies in space usually creates bound charge, and that charge has a field. Where is it?

A: It is absent if \(P\) and \(E\) lie in the film plane, say along \(x\). The bound charge density is \(-\nabla\cdot\mathbf P=-\partial P_x/\partial x\), which vanishes because \(P_x\) depends on \(z\) alone. I consider a part of the film whose distance from the electrodes is large compared with \(L\), so that \(E\) is nearly uniform through the thickness. This \(E\) is the local field there, which need not equal the voltage divided by the gap. A gate capacitor has its field across the film, and there the omission is an approximation that has to be examined separately.

Q: Then stay in the plane for now. What equation does \(P\) obey?

A: Change \(P\) by a small \(\delta P\) that vanishes at the surfaces, where \(P\) is prescribed. With a prime for \(d/dz\),

\[
\delta F=\int(\alpha P\,\delta P+gP'\,\delta P'-E\,\delta P)\,dz
=\big[gP'\,\delta P\big]_{-L/2}^{L/2}+\int(\alpha P-gP''-E)\,\delta P\,dz .
\]

The boundary term is zero and \(\delta P\) is arbitrary inside, so

\[
\alpha P-gP''=E .
\]

The quadratic part of \(F\) is positive for any nonzero \(P\), so the solution is the unique minimum. In the bulk \(P''=0\) and \(P=\chi E\), with \(\chi=1/\alpha\). Dividing the equation by \(\alpha\) brings out one length:

\[
P-\xi^2P''=\chi E,\qquad \xi=\sqrt{g/\alpha}=\sqrt{g\chi}.
\]

Q: Solve it without appealing to symmetry. I want to see both surfaces used.

A: The general solution is

\[
P=\chi E+A\cosh(z/\xi)+B\sinh(z/\xi).
\]

Write \(u=L/2\xi\). The surface conditions are

\[
\chi E+A\cosh u+B\sinh u=0,\qquad \chi E+A\cosh u-B\sinh u=0 .
\]

Their difference gives \(B=0\), since \(\sinh u\neq0\). Their sum gives \(A=-\chi E/\cosh u\). Hence

\[
P(z)=\chi E\left[1-\frac{\cosh(z/\xi)}{\cosh(L/2\xi)}\right].
\]

In a thick film \(P\) has nearly its bulk value in the middle and falls to zero within a few \(\xi\) of each surface.

Q: And the average, which is what a measurement of total polarisation would give?

A: The average of the hyperbolic cosine is

\[
\frac1L\int_{-L/2}^{L/2}\cosh(z/\xi)\,dz=\frac{\xi}{L}\,[\sinh u-\sinh(-u)]=\frac{2\xi}{L}\sinh u .
\]

Dividing by \(\cosh u\) turns this into a tangent:

\[
\boxed{\;\chi_{\rm film}=\frac{\langle P\rangle}{E}=\chi\left[1-\frac{2\xi}{L}\tanh\frac{L}{2\xi}\right]\;}
\]

Q: Check the limits. A thick film should become bulk, and I do not see what a very thin one should do.

A: For \(L\gg\xi\) the tangent tends to one and

\[
L\,\chi_{\rm film}\simeq(L-2\xi)\,\chi .
\]

The total response is that of a film with a width \(\xi\) removed at each surface. No such dead layer was put in; it summarises the smooth profile.

For \(L\ll\xi\), use \(\tanh u=u-u^3/3+\dots\):

\[
1-\frac{\tanh u}{u}\simeq\frac{u^2}{3}=\frac{L^2}{12\xi^2},\qquad
\chi_{\rm film}\simeq\frac{\chi L^2}{12g\chi}=\frac{L^2}{12g}.
\]

The bulk susceptibility has cancelled. Gradient stiffness alone now limits the response, so softening the bulk further gains little. At \(\alpha=0\) the equation \(-gP''=E\) gives \(P=E(L^2/4-z^2)/2g\). The average of \(L^2/4-z^2\) is \(L^2/4-L^2/12=L^2/6\), which returns \(L^2/12g\). The bulk susceptibility diverges there and that of the film does not.

Q: Put numbers in. Is \(\xi\) large enough to matter?

A: Take rough values in the regime of strontium titanate: a Curie–Weiss law \(4\pi\chi=C/(T-T_0)\) with \(C=80000\) K and \(T_0=35\) K, \(g=0.010\ \mathrm{nm^2}\), and \(T=300\) K. Then

\[
\alpha=\frac{4\pi\times265}{80000}=0.0416,\qquad \chi=24.0,\qquad
\xi=\sqrt{0.010\times24.0}=0.49\ \mathrm{nm}.
\]

For \(L=7.8\) nm, \(L/2\xi=7.96\) and the tangent is one to six digits. The deficit is \(2\times0.490/7.8=0.126\), so \(\chi_{\rm film}=0.874\times24.0=21.0\).

Other electronic and lattice responses add a background permittivity, roughly \(\varepsilon_b=5.5\), which I assume the surfaces leave unchanged. With the field in the plane, \(\varepsilon=\varepsilon_b+4\pi\chi_{\rm film}=269\), against 307 in the bulk. At the same temperature the ratio \(\chi_{\rm film}/\chi\) is 0.75 at 3.9 nm and 0.97 at 31.2 nm.

Q: People describe such films by a hardened soft mode. Is that a different mechanism?

A: In this model it is the same one, seen through the normal modes. In real films a mode may also harden for other reasons, and the shift found here is negligible in films hundreds of nanometres thick. Give \(P\) an inertia \(\mu\), so that \(\mu\ddot P=-\alpha P+gP''+E\). Pinned standing waves have \(k_n=n\pi/L\), with \(n=1,2,\dots\), and

\[
\omega_n^2=\frac{\alpha+gk_n^2}{\mu}=\omega_0^2(1+\xi^2k_n^2),\qquad \omega_0^2=\frac{\alpha}{\mu}.
\]

The waves with even \(n\) are sines about the centre and average to zero, so a uniform field does not drive them. For odd \(n\) write \(P=\sum a_n\cos k_nz\). With \(\sigma_n=\sin(n\pi/2)=\pm1\),

\[
\int\cos k_nz\,dz=\frac{2\sigma_n}{k_n},\qquad \int\cos^2k_nz\,dz=\frac L2 .
\]

Projecting the static equation on \(\cos k_nz\) gives \((\alpha+gk_n^2)\,a_nL/2=2E\sigma_n/k_n\), that is

\[
a_n=\frac{4\sigma_nE}{n\pi(\alpha+gk_n^2)} .
\]

Each cosine averages to \(2\sigma_n/n\pi\), and \(\sigma_n^2=1\), so

\[
\chi_{\rm film}=\sum_{n\ \rm odd}\frac{8}{\pi^2n^2}\,\frac{1}{\alpha+gk_n^2}.
\]

Q: That does not look like a hyperbolic tangent.

A: Set \(c=L/\pi\xi\), so that \(gk_n^2=\alpha n^2/c^2\), and split each term:

\[
\frac{1}{n^2(1+n^2/c^2)}=\frac1{n^2}-\frac1{n^2+c^2}.
\]

The first sum over odd \(n\) is \(\pi^2/8\). For the second, take the logarithmic derivative of the product \(\cosh x=\prod_{n\,\rm odd}(1+4x^2/n^2\pi^2)\):

\[
\tanh x=\sum_{n\ \rm odd}\frac{8x}{n^2\pi^2+4x^2}.
\]

At \(x=\pi c/2=L/2\xi\) the right side is \((4c/\pi)\sum1/(n^2+c^2)\), so the second sum is \((\pi/4c)\tanh(L/2\xi)\). Therefore

\[
\chi_{\rm film}=\frac{8\chi}{\pi^2}\left[\frac{\pi^2}{8}-\frac{\pi}{4c}\tanh\frac{L}{2\xi}\right],
\]

and \(2/\pi c=2\xi/L\) restores the boxed law.

For a bulk mode energy of roughly 11 meV, the lowest pinned mode lies at \(11.0\sqrt{1+(0.490\pi/7.8)^2}=11.2\) meV. This shift of 2% in energy, or 4% in stiffness, is too small to account for the loss of 12.6%. The lowest mode would contribute \(8/\pi^2=0.811\) of the bulk response without hardening, and contributes \(0.892\times0.874=0.780\) with it. It thus accounts for about 0.03 of the loss. The rest, about 0.10, comes from the higher modes, which are needed to build a flat profile and are hardened much more.

Q: Why should the polarisation vanish at the surface? A real surface may only discourage it.

A: Then add a surface energy \(gP^2/2\lambda\) at each face, with \(\lambda>0\), and let \(P\) vary there. At \(z=L/2\) the boundary terms give \(gP'+gP/\lambda=0\), or \(P=-\lambda P'\); the other face is its mirror image. With \(P=\chi E-A\cosh(z/\xi)\) this condition reads

\[
\chi E-A\cosh u=\frac{\lambda}{\xi}A\sinh u,\qquad
A=\frac{\chi E}{\cosh u+(\lambda/\xi)\sinh u}.
\]

Averaging as before,

\[
\frac{\chi_{\rm film}}{\chi}=1-\frac{(2\xi/L)\tanh u}{1+(\lambda/\xi)\tanh u}.
\]

Full pinning is the limit \(\lambda\to0\), and it gives the largest reduction for \(\lambda\ge0\). If \(\lambda\) is one lattice spacing, 0.39 nm, the deficit falls to \(0.126/1.80=0.070\) and the ratio rises from 0.874 to 0.930. In this example the surface condition changes the deficit by almost half, so it has to be known as well as \(\xi\).

Q: Now turn the field across the film, as in a gate. How wrong is the law?

A: The displacement \(D=\varepsilon_bE_{\rm loc}+4\pi P\) is uniform, because the film holds no free charge. Let the electrodes be ideal, so that the mean of \(E_{\rm loc}\) is \(E=V/L\), with \(V\) the voltage. Averaging gives \(D=\varepsilon_bE+4\pi\langle P\rangle\), and subtracting the two expressions gives

\[
E_{\rm loc}=E-\kappa(P-\langle P\rangle),\qquad \kappa=\frac{4\pi}{\varepsilon_b}.
\]

This local field drives the soft mode:

\[
(\alpha+\kappa)P-gP''=E+\kappa\langle P\rangle .
\]

The right side is constant, so the earlier solution applies with \(\alpha\) replaced by \(\alpha+\kappa\). Define

\[
\xi_d=\sqrt{\frac{g}{\alpha+\kappa}},\qquad s=\frac{2\xi_d}{L}\tanh\frac{L}{2\xi_d}.
\]

Then \((\alpha+\kappa)\langle P\rangle=(1-s)(E+\kappa\langle P\rangle)\). Collecting \(\langle P\rangle\) on the left leaves the factor \(\alpha+\kappa-\kappa(1-s)=\alpha+\kappa s\), so

\[
\frac{\langle P\rangle}{E}=\frac{1-s}{\alpha+\kappa s}.
\]

For \(\kappa\to0\) this returns the tanh law.

Q: But \(\xi_d\) is shorter than \(\xi\). The disturbed layer is thinner, so the film ought to do better.

A: The layer is thinner, but it is now in series with the rest. Insert the result in \(\varepsilon=\varepsilon_b+4\pi\langle P\rangle/E\), with \(4\pi=\kappa\varepsilon_b\):

\[
\varepsilon=\varepsilon_b\,\frac{\alpha+\kappa s+\kappa(1-s)}{\alpha+\kappa s}=\varepsilon_b\,\frac{\alpha+\kappa}{\alpha+\kappa s}.
\]

The bulk value is \(\varepsilon_{\rm bulk}=\varepsilon_b(\alpha+\kappa)/\alpha\). Writing \(\alpha+\kappa s=(1-s)\alpha+s(\alpha+\kappa)\) then gives

\[
\frac{L}{\varepsilon}=\frac{(1-s)L}{\varepsilon_{\rm bulk}}+\frac{sL}{\varepsilon_b}.
\]

This is a series capacitor in which a total thickness \(sL\) has only the background permittivity. Here \(\kappa=2.28\), \(\xi_d=0.066\) nm and \(s=0.0168\), so \(sL=0.13\) nm. The two terms are

\[
\frac{7.67}{307}+\frac{0.131}{5.5}=0.0250+0.0238=0.0488\ \mathrm{nm},
\]

and \(\varepsilon=7.8/0.0488=160\). In this equivalent circuit a layer of 0.13 nm takes almost half the voltage; in the film itself that drop is spread over a few \(\xi_d\) at each face.

Q: Is the tanh law always too favourable for a capacitor, or is that an accident of these numbers?

A: It is an upper bound for the same \(\alpha\), \(g\), \(L\) and surface condition. Write \(F=Q-LE\langle P\rangle\), where \(Q\) is quadratic in \(P\). At the minimum, scaling \(P\) by \(1+\eta\) must not change \(F\) to first order in \(\eta\), so \(2Q=LE\langle P\rangle\) and

\[
F_{\min}=-\tfrac12LE\langle P\rangle .
\]

Depolarisation adds the energy

\[
\frac\kappa2\int(P-\langle P\rangle)^2dz\ \ge0,
\]

whose variation is the extra term \(\kappa(P-\langle P\rangle)\) found above. Adding a non-negative energy cannot lower the minimum, so \(\langle P\rangle/E\) cannot rise.

Q: You have just used a length of 0.066 nm. That is far below a lattice spacing.

A: Yes, so the continuum value of 160 cannot be trusted. Replace the film by planes a distance \(a\) apart, with \(N=L/a\) spacings and \(P=0\) on the two end planes. For the in-plane field,

\[
\alpha P_i-\frac g{a^2}(P_{i+1}-2P_i+P_{i-1})=E .
\]

Try \(P_i=\chi E[1-\cosh(qz_i)/\cosh(qL/2)]\). The second difference of \(\cosh qz\) is \(4\sinh^2(qa/2)\cosh qz\), so the equation holds if

\[
\sinh\frac{qa}{2}=\frac{a}{2\xi}.
\]

For the average, give the end planes half weight. The mean of \(\cosh qz\) on two neighbouring planes with midpoint \(m\) is \(\cosh(qa/2)\cosh(qm)\), while the difference of \(\sinh qz\) between them is \(2\sinh(qa/2)\cosh(qm)\). Each mean is therefore \(\tfrac12\coth(qa/2)\) times a difference, and the differences telescope to \(2\sinh(qL/2)\). Dividing by \(N\) and by \(\cosh(qL/2)\), the deficit is

\[
\frac aL\coth\frac{qa}2\tanh\frac{qL}2
=\frac{2\xi}{L}\sqrt{1+\frac{a^2}{4\xi^2}}\;\tanh\!\left[\frac La\,{\rm asinh}\frac a{2\xi}\right].
\]

With \(a=0.39\) nm and \(N=20\) the square root is 1.08, and the in-plane ratio moves only from 0.874 to 0.865.

For the capacitor, apply the field relation on each plane and replace \(\xi\) by \(\xi_d\) in the deficit. The root is now about 3.1 and \(s\) becomes 0.0528. Then

\[
\frac{\langle P\rangle}{E}=\frac{0.947}{0.0416+2.28\times0.0528}=5.8,
\]

which is 0.24 of the bulk value, and \(\varepsilon=79\). With the field placed on the planes, the deficit tends to \(a/L\) when \(a\gg\xi_d\), half a spacing at each face. That result depends on where the field is placed. Take it instead uniform between neighbouring planes, fixed by their mean \(P\). Each plane then feels \(\kappa(P_{i-1}+2P_i+P_{i+1})/4\), which replaces \(g\) by \(g-\kappa a^2/4\), and in a thick film \(sL=2\sqrt{(g+\alpha a^2/4)/(\alpha+\kappa)}=0.14\) nm, so that \(\varepsilon=154\). Two equally simple plane models thus differ by a factor of two, and the model cannot fix this number.

Q: What does that do to the figure a gate engineer would quote?

A: The equivalent oxide thickness is \(3.9L/\varepsilon\), with 3.9 for silicon dioxide. At \(L=7.8\) nm the tanh law gives \(30.4/269=0.11\) nm and the plane model gives \(30.4/79=0.39\) nm. With the field taken between the planes it is \(30.4/154=0.20\) nm. For fully pinned surfaces the tanh law therefore makes the equivalent thickness too small by a factor of 3.4 in the one plane model and 1.7 in the other. Both values are model estimates: they use a macroscopic field on the scale of single atomic planes and set \(P\) to zero on the outermost ones.

The second assumption matters greatly. With the surface energy introduced earlier and \(\lambda=0.39\) nm, the continuum deficit \(s\) is divided by \(1+\lambda/\xi_d=6.9\), and the permittivity across the film is 271, against 286 in the plane. Discrete planes with the same surface energy give 268 against 285. With ideal electrodes, the large loss therefore requires strong pinning of the polarisation normal to the film. Real electrodes screen imperfectly, which adds a further length to \(L/\varepsilon\). Since \(L/\varepsilon_{\rm bulk}\) is only 0.025 nm here, an addition of that size would halve the permittivity without any pinning.

Q: Gates also run at high fields. When does linear response fail?

A: Return to the in-plane field and add \(\beta P^4/4\) to the energy density, with \(\beta>0\). With \(P=\chi Ep\),

\[
p-\xi^2p''+bp^3=1,\qquad b=\beta\chi^3E^2=(E/E^*)^2 .
\]

For small \(b\) put \(p=p_0+bp_1\), where

\[
p_0-\xi^2p_0''=1,\qquad p_1-\xi^2p_1''=-p_0^3 .
\]

Multiply the first equation by \(p_1\), the second by \(p_0\), and average. The left sides are equal after two integrations by parts, since both functions vanish at the surfaces. Hence \(\langle p_1\rangle=-\langle p_0^4\rangle\) and

\[
\langle P\rangle\simeq\chi E\left[\langle p_0\rangle-b\langle p_0^4\rangle\right].
\]

The correction grows as \(E^3\), so the differential susceptibility \(d\langle P\rangle/dE\), in units of \(\chi\), falls by \(3b\langle p_0^4\rangle\).

In a thick film \(p_0=1-e^{-x/\xi}\) at distance \(x\) from a surface, and \(dx=\xi\,dp_0/(1-p_0)\). Each surface then removes

\[
\int_0^\infty(1-p_0^4)\,dx=\xi\int_0^1(1+p+p^2+p^3)\,dp=\frac{25}{12}\,\xi,
\]

so \(\langle p_0^4\rangle\simeq1-2.08\times0.126=0.74\).

Take roughly \(E^*=0.9\) MV/cm. At 0.1 MV/cm, \(b=0.0123\) and the predicted ratio is \(0.874-3\times0.0123\times0.74=0.847\); solving the full nonlinear equation gives 0.848. At 0.5 MV/cm the full solution gives 0.57, and at 1 MV/cm it gives 0.37. By then the field reduces the response far more than the surfaces do. Across 7.8 nm, 1 MV/cm would be 0.78 V, but these ratios hold for the in-plane field and do not carry over to the capacitor. They also presume that the film withstands such a field across the whole gap between the electrodes; in a real sample, breakdown or leakage may set in first.

Q: Does a hot chip make the size effect worse?

A: The relative effect becomes weaker. At 360 K the bulk is stiffer, \(\xi\) falls to 0.44 nm and the ratio rises to 0.887. For the in-plane field the film's permittivity still drops, from 269 to 224, with \(L\), \(g\) and \(\varepsilon_b\) held fixed. In the mode sum every term decreases as \(\alpha\) grows, so the film cannot gain from a stiffer bulk.

Q: How much of this would you carry over to a real strontium titanate film?

A: The form of the law, for pinned surfaces, an in-plane field well below \(E^*\) and a \(\xi\) long compared with the lattice spacing. At 300 K \(\xi\) is only 1.3 spacings, and discrete planes raise the deficit by about 8% even in a thick film. The inputs are rough. If \(g\) were four times larger, \(\xi\) would double and the deficit at 7.8 nm would be about 0.25. In a gate stack the cost of depolarisation depends on the surface condition. With full pinning the permittivity falls from 269 in the tanh law to 79 or 154 in the two models of discrete planes with the field across the film, and to 160 in the continuum; with \(\lambda=0.39\) nm depolarisation lowers it by only 5 to 6%. Electrode screening, strain, defects and leakage are not included, and the gradient coefficient for \(P\) normal to the film need not equal the in-plane one. The limit \(L^2/12g=507\) at \(\alpha=0\) belongs to the model: real strontium titanate leaves the Curie–Weiss law on cooling, before 35 K is reached. The remaining thicknesses and intermediate values are in the numerical output below; the entry at 0.39 nm, a single lattice spacing, only evaluates the formula and does not describe a real film.

## Values computed for the example and the checks

```
INPUTS (rough, strontium titanate regime)
Curie constant: 80000 K
Curie-Weiss temperature: 35 K
temperature: 300 K
gradient coefficient g: 0.010 nm^2
background permittivity: 5.5
lattice spacing: 0.39 nm; spacings in film: 20
film thickness L: 7.80 nm
bulk soft-mode energy: 11.0 meV
nonlinearity field E*: 0.90 MV/cm
silicon dioxide permittivity: 3.9
TANH LAW (field in the film plane)
alpha: 0.04163
bulk susceptibility chi (Gaussian): 24.023
bulk permittivity: 307.4
correlation length xi: 0.4901 nm
L/(2 xi): 7.957; its tanh: 0.9999998
deficit (2 xi/L) tanh: 0.1257
film/bulk susceptibility: 0.8743
film susceptibility (Gaussian): 21.004
film permittivity: 269.4
film/bulk susceptibility at L = 0.39 nm: 0.0496
film/bulk susceptibility at L = 1.95 nm: 0.5158
film/bulk susceptibility at L = 3.90 nm: 0.7488
film/bulk susceptibility at L = 15.60 nm: 0.9372
film/bulk susceptibility at L = 31.20 nm: 0.9686
film susceptibility at alpha = 0: 507.0
lowest pinned mode energy: 11.212 meV
lowest mode share of film response: 0.8923
implied soft-mode slope omega0*xi: 8.19 km/s
NEGLECTED: DEPOLARISATION (field across the film)
kappa = 4 pi/eps_b: 2.2848
screened length xi_d: 0.0656 nm
continuum surface deficit s: 0.01681
lattice surface deficit s: 0.05275
bulk value: chi ratio 1.0000, permittivity 307.4, EOT 0.0990 nm
tanh law: chi ratio 0.8743, permittivity 269.4, EOT 0.1129 nm
capacitor, continuum: chi ratio 0.5114, permittivity 159.9, EOT 0.1903 nm
capacitor, lattice: chi ratio 0.2432, permittivity 78.9, EOT 0.3855 nm
OTHER NEGLECTED EFFECTS (field in the film plane)
lattice planes, film/bulk susceptibility: 0.8647
extrapolation length 0.39 nm, film/bulk susceptibility: 0.9300
E = 0.1 MV/cm: b 0.0123, mean P 2.31 uC/cm2, differential/bulk 0.8484
E = 0.5 MV/cm: b 0.3086, mean P 9.89 uC/cm2, differential/bulk 0.5687
E = 1.0 MV/cm: b 1.2346, mean P 15.98 uC/cm2, differential/bulk 0.3710
at 360 K: xi 0.4426 nm, film/bulk 0.8865, film permittivity 223.7
```
